# Larkin Length of an Elastic Domain Wall in Weak Random Forces: test program

```python
"""
Larkin length of an elastic wall line in weak random forces.

Result under test: L0 = (T^2 xi^2 / D0)^(1/3), and Lc = 48^(1/3) L0 when the
rms midpoint sag of a segment from its chord equals xi.
T  : line stiffness (N)
D0 : integrated variance of force per length (N^2/m)
xi : transverse distance over which the random force changes (m)
The linear theory evaluates the force on the undisplaced line. It is compared
with lattice response matrices and with full nonlinear relaxation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize


def laplacian(cells):
    """Positive stiffness matrix, unit tension and spacing, clamped ends."""
    n = cells - 1
    return 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)


# ---- Linear response of a clamped segment -------------------------------
cells = 400
response = np.linalg.inv(laplacian(cells))
variance_profile = (response**2).sum(axis=1)
middle = cells // 2 - 1
sag_coefficient = variance_profile[middle] / cells**3
mean_coefficient = variance_profile.sum() / cells**4
padded = np.pad(response, ((1, 1), (0, 0)))
slope_coefficient = (np.diff(padded, axis=0)**2).sum() / cells**2
thermal_coefficient = response[middle, middle] / cells
assert abs(sag_coefficient * 48 - 1) < 1e-3
assert abs(mean_coefficient * 90 - 1) < 1e-3
assert abs(slope_coefficient * 6 - 1) < 1e-2
assert abs(thermal_coefficient * 4 - 1) < 1e-6
x = np.arange(1, cells)
profile = x**2 * (cells - x)**2 / (3 * cells)
assert np.max(np.abs(variance_profile - profile)) < 1e-3 * profile.max()

# ---- End-to-end wandering depends on system size, chord sag does not -----
window = 20
wandering, chord_sag = [], []
for size in (200, 400, 800):
    g = np.linalg.inv(laplacian(size))
    c = size // 2 - 1
    left, mid, right = g[c - window // 2], g[c], g[c + window // 2]
    wandering.append(((right - left)**2).sum())
    chord_sag.append(((mid - (left + right) / 2)**2).sum())
assert wandering[1] / wandering[0] > 1.8
assert wandering[2] / wandering[1] > 1.8
assert np.allclose(chord_sag, window**3 / 48, rtol=0.01)

# ---- Full nonlinear line: where does the linear solution fail? -----------
wave = 0.35 * np.arange(1, 11)
spectrum = np.exp(-wave**2 / 2)
spectrum /= spectrum.sum()
xi_lattice = 1 / np.sqrt((spectrum * wave**2).sum())


def linearization_error(tension, variance, n_cells, rng, samples=700):
    """Mean |full - linear| over mean |linear| after relaxing from flat."""
    shape = (wave.size, samples, n_cells - 1)
    amp = rng.normal(size=shape) + 1j * rng.normal(size=shape)
    amp *= np.sqrt(variance * spectrum)[:, None, None]

    def force(u):
        z = np.exp(1j * wave[0] * u)
        total = amp[-1]
        for term in amp[-2::-1]:
            total = total * z + term
        return (total * z).real

    stiffness = tension * laplacian(n_cells)
    damping = 2.5 * np.sqrt(variance)
    update = np.linalg.inv(stiffness + damping * np.eye(n_cells - 1))
    u = np.zeros(shape[1:])
    linear = force(u) @ np.linalg.inv(stiffness)
    for _ in range(200):
        u = (damping * u + force(u)) @ update
    residual = np.abs(force(u) - u @ stiffness).max(axis=1)
    assert np.median(residual) < 1e-2 * np.sqrt(variance)
    return np.abs(u - linear).mean() / np.abs(linear).mean()


def failure_length(tension, variance, seed, threshold=0.4):
    """Segment length at which the relative error reaches the threshold."""
    rng = np.random.default_rng(seed)
    lengths, errors = [], []
    for n_cells in (6, 8, 11, 16, 23, 32, 45, 64, 90):
        lengths.append(n_cells)
        errors.append(linearization_error(tension, variance, n_cells, rng))
        if errors[-1] > threshold:
            break
    assert len(errors) > 1 and errors[-2] < threshold < errors[-1]
    crossing = np.interp(np.log(threshold), np.log(errors[-2:]),
                         np.log(lengths[-2:]))
    return np.exp(crossing), lengths, errors


cases = [(8.0, 1.0, 11), (64.0, 1.0, 22), (8.0, 1 / 64, 33)]
fail, ratios, scans = [], [], []
for tension, variance, seed in cases:
    length, scan_lengths, scan_errors = failure_length(tension, variance, seed)
    fail.append(length)
    ratios.append(length / (tension**2 * xi_lattice**2 / variance)**(1 / 3))
    scans.append((scan_lengths, scan_errors))
tension_exponent = np.log(fail[1] / fail[0]) / np.log(8)
variance_exponent = np.log(fail[2] / fail[0]) / np.log(1 / 64)
# Tolerances cover sampling noise of 700 lines and the lattice spacing.
assert abs(tension_exponent - 2 / 3) < 0.10
assert abs(variance_exponent + 1 / 3) < 0.05

# ---- Kink energy of a line in a periodic lattice potential ---------------
dx = 0.05
grid = np.arange(-80, 81) * dx


def kink_chain(inner):
    u = np.concatenate(([0.0], inner, [1.0]))
    d = np.diff(u)
    energy = (d**2).sum() / (2 * dx)
    energy += dx * 0.5 * (1 - np.cos(2 * np.pi * u)).sum()
    gradient = (d[:-1] - d[1:]) / dx
    gradient += dx * np.pi * np.sin(2 * np.pi * u[1:-1])
    return energy, gradient


start = 0.5 * (1 + np.tanh(2 * grid[1:-1]))
kink = minimize(kink_chain, start, jac=True, method="L-BFGS-B",
                options={"maxiter": 3000})
assert abs(kink.fun / (2 * np.sqrt(2) / np.pi) - 1) < 0.01

# ---- Potential of a periodic charge sheet (unit charge, wave number) -----
h = 0.025
n_y = 801
operator = (2 / h**2 + 1) * np.eye(n_y)
operator -= (np.eye(n_y, k=1) + np.eye(n_y, k=-1)) / h**2
source = np.zeros(n_y)
source[n_y // 2] = 1 / h
sheet_energy = np.linalg.solve(operator, source)[n_y // 2] / 4
assert abs(sheet_energy * 8 - 1) < 1e-3

# ---- Worked example: rough values for an epitaxial PZT capacitor ---------
thickness = 50e-9
polarization = 0.70
wall_energy = 0.150
random_field = 2e6
xi = 2e-9
temperature = 358.0
permittivity_ratio = 300.0
lattice_period = 0.4e-9
lattice_barrier = 0.030

T = wall_energy * thickness
force_rms = 2 * polarization * thickness * random_field
correlation_area = xi * quad(lambda s: np.exp(-s**2 / 2), -12, 12)[0]
assert abs(correlation_area / (np.sqrt(2 * np.pi) * xi) - 1) < 1e-8
D0 = force_rms**2 * correlation_area


def larkin_scale(stiffness, variance):
    return (stiffness**2 * xi**2 / variance)**(1 / 3)


L0 = larkin_scale(T, D0)
Lc = 48**(1 / 3) * L0


def correlated_sag_variance(length):
    """Midpoint variance with the finite force correlation kept."""
    y = np.linspace(0, length, 601)
    g = np.minimum(y, length - y) / (2 * T)
    corr = np.exp(-(y[:, None] - y)**2 / (2 * xi**2))
    return force_rms**2 * (y[1] - y[0])**2 * (g @ corr @ g)


Lc_correlated = brentq(lambda s: correlated_sag_variance(s) - xi**2,
                       0.3 * Lc, 3 * Lc)
assert abs(Lc_correlated / Lc - 1) < 0.1
slope_rms = np.sqrt(D0 * Lc / 6) / T
thermal_rms = np.sqrt(const.k * temperature * Lc / (4 * T))
Lc_stiff = 48**(1 / 3) * larkin_scale(2 * T, D0)
Lc_double_variance = 48**(1 / 3) * larkin_scale(T, 2 * D0)
q = np.pi / thickness
permittivity = permittivity_ratio * const.epsilon_0
charge_energy = (2 * polarization * q)**2 / (8 * permittivity * q)
tension_energy = wall_energy * q**2 / 4
charge_stiffening = charge_energy / tension_energy
kink_energy = (2 * lattice_period / np.pi) * np.sqrt(
    2 * T * lattice_barrier * thickness)
locking_length = 4 * kink_energy**2 / (D0 * lattice_period**2)
barrier_limit = lattice_barrier * Lc / locking_length

print("LINEAR THEORY ON A LATTICE")
print(f"midpoint variance / (D0 L^3/T^2): {sag_coefficient:.6f} (1)")
print(f"average variance / (D0 L^3/T^2): {mean_coefficient:.6f} (1)")
print(f"mean square slope / (D0 L/T^2): {slope_coefficient:.4f} (1)")
print(f"thermal variance / (kT L/T): {thermal_coefficient:.4f} (1)")
for size, wander, sag in zip((200, 400, 800), wandering, chord_sag):
    print(f"system {size} cells: wandering {wander:.0f}, sag {sag:.1f}"
          " (lattice units)")
print("FULL NONLINEAR LINE")
print(f"force range xi: {xi_lattice:.3f} (lattice units)")
for (tension, variance, _), length, ratio in zip(cases, fail, ratios):
    print(f"T={tension:.0f}, D0={variance:.4f}: fails at {length:.1f}"
          f" cells = {ratio:.2f} L0")
for n_cells, error in zip(*scans[1]):
    print(f"T=64, D0=1, L={n_cells} cells: relative error {error:.3f}")
print(f"tension exponent: {tension_exponent:.3f} (1)")
print(f"force variance exponent: {variance_exponent:.3f} (1)")
print("EXAMPLE, ROUGH PZT PARAMETERS")
print(f"film thickness: {thickness*1e9:.0f} nm")
print(f"polarization: {polarization*100:.0f} uC/cm2")
print(f"wall energy: {wall_energy*1e3:.0f} mJ/m2")
print(f"random field rms: {random_field/1e8:.3f} MV/cm")
print(f"correlation length xi: {xi*1e9:.1f} nm")
print(f"line stiffness T: {T*1e9:.2f} nN")
print(f"force per length rms: {force_rms:.3f} N/m")
print(f"integrated force variance D0: {D0:.3e} N^2/m")
print(f"Larkin scale L0: {L0*1e9:.2f} nm")
print(f"Larkin length Lc: {Lc*1e9:.1f} nm")
print(f"Lc with doubled force variance: {Lc_double_variance*1e9:.1f} nm")
print("NEGLECTED EFFECTS")
print(f"Lc with finite correlation: {Lc_correlated*1e9:.1f} nm")
print(f"rms slope at Lc: {slope_rms:.3f} (1)")
print(f"temperature of use: {temperature:.0f} K")
print(f"thermal rms displacement at Lc: {thermal_rms*1e9:.3f} nm")
print(f"Lc with doubled stiffness: {Lc_stiff*1e9:.1f} nm")
print(f"relative permittivity, rough: {permittivity_ratio:.0f} (1)")
print(f"charge / tension energy, depth bend: {charge_stiffening:.0f} (1)")
print(f"lattice period, rough: {lattice_period*1e9:.1f} nm")
print(f"cold lattice barrier, rough: {lattice_barrier*1e3:.0f} mJ/m2")
print(f"kink energy through film: {kink_energy/const.e:.2f} eV")
print(f"lattice locking length: {locking_length*1e9:.0f} nm")
print(f"barrier at which locking equals Lc: {barrier_limit*1e3:.1f} mJ/m2")
print("checks complete")
```

Printed output:

```
LINEAR THEORY ON A LATTICE
midpoint variance / (D0 L^3/T^2): 0.020834 (1)
average variance / (D0 L^3/T^2): 0.011111 (1)
mean square slope / (D0 L/T^2): 0.1667 (1)
thermal variance / (kT L/T): 0.2500 (1)
system 200 cells: wandering 5403, sag 167.5 (lattice units)
system 400 cells: wandering 12037, sag 167.5 (lattice units)
system 800 cells: wandering 25353, sag 167.5 (lattice units)
FULL NONLINEAR LINE
force range xi: 0.929 (lattice units)
T=8, D0=1.0000: fails at 10.1 cells = 2.65 L0
T=64, D0=1.0000: fails at 42.1 cells = 2.76 L0
T=8, D0=0.0156: fails at 41.9 cells = 2.75 L0
T=64, D0=1, L=6 cells: relative error 0.027
T=64, D0=1, L=8 cells: relative error 0.039
T=64, D0=1, L=11 cells: relative error 0.062
T=64, D0=1, L=16 cells: relative error 0.106
T=64, D0=1, L=23 cells: relative error 0.186
T=64, D0=1, L=32 cells: relative error 0.311
T=64, D0=1, L=45 cells: relative error 0.426
tension exponent: 0.687 (1)
force variance exponent: -0.343 (1)
EXAMPLE, ROUGH PZT PARAMETERS
film thickness: 50 nm
polarization: 70 uC/cm2
wall energy: 150 mJ/m2
random field rms: 0.020 MV/cm
correlation length xi: 2.0 nm
line stiffness T: 7.50 nN
force per length rms: 0.140 N/m
integrated force variance D0: 9.826e-11 N^2/m
Larkin scale L0: 13.18 nm
Larkin length Lc: 47.9 nm
Lc with doubled force variance: 38.0 nm
NEGLECTED EFFECTS
Lc with finite correlation: 48.1 nm
rms slope at Lc: 0.118 (1)
temperature of use: 358 K
thermal rms displacement at Lc: 0.089 nm
Lc with doubled stiffness: 76.0 nm
relative permittivity, rough: 300 (1)
charge / tension energy, depth bend: 39 (1)
lattice period, rough: 0.4 nm
cold lattice barrier, rough: 30 mJ/m2
kink energy through film: 7.54 eV
lattice locking length: 371 nm
barrier at which locking equals Lc: 3.9 mJ/m2
checks complete
```
